# The Vallarta-Rosen density at a point nucleus and its cures

**Setting.** Rydberg atomic units are used: $\hbar=1$, $m=1/2$, $e^2=2$, $c=2/\alpha$, lengths in $a_0$ and energies in Ry. In the relativistic Thomas-Fermi model of Vallarta and Rosen, electrons fill all local momentum states up to $p(r)$, where

$$\sqrt{c^2p^2+m^2c^4}-mc^2=W(r),\qquad W=\mu-V,\qquad n=\frac{p^3}{3\pi^2}.$$

Here $V$ is the potential energy of an electron, $\mu$ the chemical potential without rest energy, and $n=0$ where $W<0$. Everything is spherically symmetric. Exchange, correlation and shell structure are left out. Numerical values refer to $Z=80$, for which $Z\alpha=0.5838$.

## (a) The density in a given field

**Question.** Let $rW\to 2Z$ as $r\to0$. Find the leading behaviour of $n$ and decide whether it is normalizable. Compare with the nonrelativistic model.

**Answer.** Move $mc^2$ to the right of the Fermi condition, square, and cancel $m^2c^4$:

$$c^2p^2=W^2+2mc^2W\quad\Rightarrow\quad p^2=W+\frac{\alpha^2W^2}{4},$$

since $2m=1$ and $1/c^2=\alpha^2/4$. Multiplication by $r^2$ gives

$$(rp)^2=r\,(rW)+\frac{\alpha^2}{4}(rW)^2\to (Z\alpha)^2,
\qquad n\to\frac{(Z\alpha)^3}{3\pi^2r^3}.$$

A constant $\mu$, or screening that is finite at the origin, does not change this limit. For the bare field $W=2Z/r$,

$$n=\frac{(Z\alpha)^3}{3\pi^2r^3}\left(1+\frac{r}{r_*}\right)^{3/2},\qquad r_*=\frac{Z\alpha^2}{2}=2.13\times10^{-3}\,a_0 .$$

The number of electrons between $a$ and $b$ is therefore

$$N(a,b)=\int_a^b4\pi r^2n\,dr\ \ge\ \frac{4}{3\pi}(Z\alpha)^3\ln\frac ba ,$$

which diverges as $a\to0$. The density is not normalizable. Each inward decade well below $r_*$ adds $\frac{4}{3\pi}(Z\alpha)^3\ln10=0.194$ electrons, so one further electron takes about five decades.

Nonrelativistically $p^2=W$, so $n\propto r^{-3/2}$ and $4\pi r^2n\propto r^{1/2}$, which is integrable. The divergence comes from the linear law $p\simeq W/c$ at high momentum.

## (b) The electrons' own field

**Question.** Can a point nucleus with $Z>0$ have a self-consistent solution? Is the energy bounded below?

**Answer.** With $e^2=2$, Poisson's equation outside the nucleus is $\nabla^2W=8\pi n$. For $U=rW$ this becomes $U''=8\pi rn$. A point nucleus requires $U(0)=2Z$.

Where $W\ge0$, part (a) gives $p\ge\alpha W/2$. Hence

$$U''\ \ge\ 8\pi r\,\frac{1}{3\pi^2}\left(\frac{\alpha U}{2r}\right)^3=\frac{\kappa U^3}{r^2},\qquad \kappa=\frac{\alpha^3}{3\pi}.$$

Suppose a solution with $U(0)=2Z$ exists. By continuity $U\ge Z$ on some interval $(0,b]$, so $U''\ge K/r^2$ there, with $K=\kappa Z^3$. Integration from $r$ to $b$ gives

$$U'(r)\le U'(b)+\frac Kb-\frac Kr .$$

A second integration from $r$ to $b$ gives

$$U(r)\ge U(b)-\left[U'(b)+\frac Kb\right](b-r)+K\ln\frac br .$$

The right side tends to infinity as $r\to0$, contradicting $U(0)=2Z$. No self-consistent solution exists; the $r^{-3}$ law belongs to a prescribed field.

The energy shows the same failure. Put $N$ electrons uniformly in a ball of radius $b$ around the nucleus, and the others in a fixed distribution farther out. In the ball $p=(9\pi N/4)^{1/3}/b$.

- The kinetic energy per electron is at most the average of $cq$ over the Fermi sphere, $\tfrac34cp$.
- The attraction is $-\int_0^b(2Z/r)\,n\,4\pi r^2dr=-3ZN/b$.
- Building up the ball shell by shell gives the repulsion $\int_0^b\frac{2}{s}\frac{Ns^3}{b^3}\frac{3Ns^2}{b^3}ds=\frac{6N^2}{5b}$.

Thus

$$bE\le\frac34c\left(\frac{9\pi N}{4}\right)^{1/3}N-3ZN+\frac65N^2 .$$

For small $N$ the linear term dominates and is negative. For $N=0.1$ the sum is $18.31-24.00+0.01=-5.68$ Ry $a_0$. The interaction with the outer electrons stays bounded as $b\to0$, so the total energy tends to $-\infty$.

## (c) A nucleus of finite size

**Question.** Replace the point by a uniformly charged sphere of radius $R$. Show that a neutral, normalizable, self-consistent atom exists.

**Answer.** Inside the sphere the enclosed charge grows as $r^3$, so $dV/dr=2Zr/R^3$. With $V(R)=-2Z/R$,

$$V_{\rm nuc}(r)=-\frac ZR\left(3-\frac{r^2}{R^2}\right),\qquad r\le R .$$

This is finite at the centre. With electrons included and $\mu=0$, the equation is

$$U''=8\pi r\,(n-\rho_N),\qquad U(0)=0,\qquad U(\infty)=0,$$

where $\rho_N$ is the nuclear charge density in units of $e$.

First set $U(L)=0$ at a finite radius $L$. Let $G(W)=\int_0^Wn\,dW'$, which is nonnegative, and convex because $n$ is nondecreasing in $W$. Variation of $F[U]=\int_0^L\left[\tfrac12U'^2+8\pi r^2G(U/r)-8\pi r\rho_NU\right]dr$ gives $-U''+8\pi r(n-\rho_N)=0$, which is the equation. $F$ is convex. Since $|U(r)|\le\sqrt r\,\big(\int U'^2\big)^{1/2}$, its last term grows at most linearly in $\big(\int U'^2\big)^{1/2}$, while the first grows quadratically. So $F$ has a minimum, and a solution $U_L$ exists. Three comparisons control it.

1. Where $U_L<0$ we have $n=0$ and $U_L''\le0$. A concave function vanishing at the ends of an interval cannot be negative inside it, so $U_L\ge0$.
2. The difference $D=-rV_{\rm nuc}-U_L$ obeys $D''=-8\pi rn\le0$, with $D(0)=0$ and $D(L)>0$. Hence $D\ge0$, and $U_L$ never exceeds the bare value.
3. For $L'>L$, suppose $U_{L'}-U_L$ were negative somewhere. It would be concave there, by monotonicity of $n$, and zero at the ends of that interval, which is impossible. So $U_L$ grows with $L$.

The limit $L\to\infty$ therefore exists. It is convex outside the nucleus and bounded, hence nonincreasing there, with some limit $u_0\ge0$. If $u_0>0$, then $n\ge W^{3/2}/(3\pi^2)$ would give $U''\ge\frac{8}{3\pi}u_0^{3/2}r^{-1/2}$, whose integral diverges; but $U'$ is bounded. So $u_0=0$.

For the electron number, use $(rU'-U)'=rU''$. For $r>R$,

$$rU'-U=2\,[N(<r)-Z].$$

Convexity gives $0\le-\tfrac r2U'(r)\le U(r/2)-U(r)\to0$. The left side vanishes at infinity and $N=Z$.

For $R=7$ fm $=1.323\times10^{-4}\,a_0$, the bare central value is $3Z/R=1.814\times10^6$ Ry. The self-consistent value is $W(0)=1.810\times10^6$ Ry, and

$$n(0)=\frac{(W+\alpha^2W^2/4)^{3/2}}{3\pi^2}=1.03\times10^{10}\,a_0^{-3}.$$

This large density occupies little volume: 0.054 electrons lie inside the nucleus and 0.41 inside $r_*$. The numerical total is 80.00. These are values of the model, not of a real atom: $r_*=0.17\,a_0/Z$ lies inside the K shell, where a local Fermi gas does not apply. For comparison, the two Dirac $1s$ electrons of a point nucleus with $Z=80$ place only about $2\times10^{-5}$ electrons within $R$ (mean density about $2\times10^6\,a_0^{-3}$) and 0.024 within $r_*$.

## (d) The limit of a shrinking nucleus

**Question.** What happens to the atom of part (c) as $R\to0$?

**Answer.** Fix $r_0>R$ and let $u=U(r_0)$. Outside the nucleus $U$ is nonincreasing, so $U\ge u$ and $U''\ge\kappa u^3/r^2$ on $(R,r_0)$. Two integrations as in part (b), with $U'(r_0)\le0$ and $U(R)\le2Z$, give

$$2Z\ge u+\kappa u^3\left[\ln\frac{r_0}{R}-1+\frac R{r_0}\right].$$

As $R\to0$ the bracket diverges, so $u\to0$. The electrons screen the nucleus completely at every fixed radius, which is why no point limit with $U(0)=2Z$ exists.

To find the rate for $R\ll r\ll\alpha^2U/4$, set $t=\ln r$. The upper limit is $r_*$ while $U\simeq2Z$, and it shrinks as the screening grows. In the ultrarelativistic region $U_{tt}-U_t=\kappa U^3$. Since $U$ varies slowly, $U_{tt}$ is smaller than $U_t$ by a factor of about $3\kappa U^2\approx3\times10^{-3}$. Then $U_t=-\kappa U^3$, so $d(U^{-2})/dt=2\kappa$. Define $Z_{\rm eff}(r)=Z-N(<r)$. The relation $rU'-U=2[N(<r)-Z]$ of part (c) reads $U-U_t=2Z_{\rm eff}$, and $|U_t|=\kappa U^3\ll U$, so $U\simeq2Z_{\rm eff}$ and

$$\frac1{Z_{\rm eff}^2}\simeq\frac1{Z^2}+\frac{8\alpha^3}{3\pi}\left[\ln\frac rR+\frac{188}{315}\right].$$

The constant counts electrons inside the nucleus, where $p\simeq\alpha W/2$:

$$N(<R)\simeq\frac{4}{3\pi}(Z\alpha)^3\int_0^1s^2\left(\frac{3-s^2}{2}\right)^3ds,\qquad \int_0^1\!\cdots=\frac18\left(9-\frac{27}5+\frac97-\frac19\right)=\frac{188}{315}.$$

For the purely mathematical value $R=10^{-60}\,a_0$, the full solution has 8.82 electrons within $10^{-6}\,a_0$; the formula gives $Z-Z_{\rm eff}=8.84$. The collapse is real in the model but logarithmically slow.

## (e) A gradient term

**Question.** Keep the point nucleus and add $\lambda\int|\nabla\psi|^2d^3r$ to the energy, with $\psi=\sqrt n$ and $\lambda>0$. Show that this removes the singularity, and find the behaviour of $\psi$ at the nucleus.

**Answer.** Expand the nonnegative integral $\int|\nabla\psi+(Z/\lambda)\psi\hat{\mathbf r}|^2d^3r$. Its cross term is $(Z/\lambda)\int\hat{\mathbf r}\cdot\nabla\psi^2=-(Z/\lambda)\int2\psi^2/r$, because $\nabla\cdot\hat{\mathbf r}=2/r$. Therefore

$$\lambda\int|\nabla\psi|^2-2Z\int\frac{\psi^2}{r}\ \ge\ -\frac{Z^2}{\lambda}\int\psi^2 .$$

The local kinetic energy and the repulsion are nonnegative, so the energy at fixed electron number is bounded below.

For $n=a/r^3$ outside a cutoff $\varepsilon$, $\psi'=-\tfrac32\sqrt a\,r^{-5/2}$ and the gradient energy is

$$\lambda\int_\varepsilon^\infty4\pi r^2\,\frac{9a}{4r^5}\,dr=\frac{9\pi\lambda a}{2\varepsilon^2}.$$

The attraction grows only as $1/\varepsilon$, so the singular density is excluded. More generally, the inequality above with $\lambda/2$ in place of $\lambda$ gives $E\ge\frac\lambda2\int|\nabla\psi|^2-2Z^2N/\lambda$, so finite energy forces finite gradient energy. The Cauchy-Schwarz inequality then gives

$$|\psi(r)-\psi(b)|\le\left(\int_r^b s^2\psi'^2ds\right)^{1/2}\left(\int_r^b\frac{ds}{s^2}\right)^{1/2}\le\frac{C}{\sqrt r}.$$

Thus $r^2\psi^2$ vanishes at the origin and the number near the nucleus is finite.

Variation with respect to $\psi$ gives $-\lambda\nabla^2\psi+[T(p)-W]\psi=0$, where $T(p)$ is the relativistic kinetic energy. Since $p\propto\psi^{2/3}$, the bound makes $T$ less singular than $1/r$. The possible leading forms are then $\psi\to$ constant and $\psi\propto1/r$, and the bound excludes the second. Insert $\psi=\psi_0(1+\beta r+\dots)$, for which $\nabla^2\psi\simeq2\beta\psi_0/r$. The $1/r$ terms require $-2\lambda\beta-2Z=0$, so

$$\frac{\psi'(0)}{\psi(0)}=-\frac Z\lambda .$$

Repulsion adds a finite potential at the origin and leaves this cusp unchanged.

As an example take $\lambda=1/9$ and $\mu=-300$ Ry in the bare field, without repulsion. The numerical solution has $n(0)=1.12\times10^7\,a_0^{-3}$ and fitted cusp $-719.9\,a_0^{-1}$, against $-Z/\lambda=-720\,a_0^{-1}$; the difference is numerical error. This central density corresponds to $p\approx5\,mc$, while the added term has the nonrelativistic Weizsäcker form, so $n(0)$ and the cusp are set by the chosen $\lambda$ and are not estimates for a real atom. It holds 67.4 electrons, of which 0.17 lie beyond the classical edge $2Z/|\mu|=0.533\,a_0$. At large $r$, $\lambda(r\psi)''\simeq|\mu|\,r\psi$, so the tail decays exponentially. At $0.1\,a_0$ the density is 1619 $a_0^{-3}$, against 1624 $a_0^{-3}$ without the gradient term.

## (f) Does every gradient term suffice?

**Question.** Replace the term in (e) by $B\int|\nabla p|^2d^3r$, with $B>0$. Does the singular solution disappear from the ultrarelativistic Euler equation?

**Answer.** The ultrarelativistic kinetic energy density is $\int_0^p(q^2/\pi^2)\,cq\,dq=cp^4/(4\pi^2)$. Without repulsion, and with $\mu$ neglected against $2Z/r$ as $mc^2$ already is, variation with respect to $p$ gives

$$\frac{cp^3}{\pi^2}-2B\nabla^2p-\frac{2Zp^2}{\pi^2r}=0 .$$

For $p=Z\alpha/r$ the first and third terms cancel, because $cp=2Z/r$. The middle term vanishes for $r>0$, because $1/r$ is harmonic there. The $r^{-3}$ density survives as a solution away from the origin. At the origin itself the middle term leaves a point source, $-2B\nabla^2(Z\alpha/r)=8\pi BZ\alpha\,\delta(\mathbf r)$, so this profile is not stationary under variations that change $p$ at the nucleus.

This term scales as an inverse length, like the attraction, whereas the term in (e) scales as an inverse length squared. For $p=Z\alpha/r$ outside a cutoff $\varepsilon$ the gradient energy is $4\pi B(Z\alpha)^2/\varepsilon$. The kinetic energy and attraction together give $4\pi\int_\varepsilon^\infty r^2\,\frac{2Z(Z\alpha)^3}{\pi^2r^4}\left(\frac14-\frac13\right)dr=-\frac{2Z(Z\alpha)^3}{3\pi\varepsilon}$. Both diverge as $1/\varepsilon$, so unlike in (e) the gradient cost does not dominate for every $B$. The calculation does not show that the new functional collapses; it shows that, even with a gradient term, the Euler equation outside the nucleus need not exclude the singular density. The behaviour at the origin and the finiteness of the energy must be examined as well. The numerical output follows.

## Computed results

```
alpha = 0.007297353; c = 274.0720 Rydberg units
Z = 80; Z*alpha = 0.583788; mc^2 = 37557.73 Ry
crossover radius r* = 2.130054e-03 a0
limit of n*r^3 = 6.719624e-03 (dimensionless)
log slope of bare density at 1e-8 a0 = -2.999993
bare n(1e-06 a0) = 6.72436e+15 a0^-3; ratio to r^-3 law = 1.00070
bare n(1e-04 a0) = 7.19834e+09 a0^-3; ratio to r^-3 law = 1.07124
bare n(1e-02 a0) = 9.13173e+04 a0^-3; ratio to r^-3 law = 13.58965
bare shell 1e-04 to 1e-03 a0: 0.251244 electrons
bare shell 1e-07 to 1e-06 a0: 0.194487 electrons
bare shell 1e-12 to 1e-11 a0: 0.194433 electrons
limiting number per decade = 0.194433 electrons
ball: N = 0.1, b = 1e-07 a0, E = -5.67774e+07 Ry
ball limit of b*E = -5.67737 Ry a0
finite nucleus R = 7 fm = 1.322808e-04 a0
self-consistent W(0) = 1.81017e+06 Ry; bare 3Z/R = 1.81432e+06 Ry
n(0) self-consistent = 1.0343e+10 a0^-3; bare = 1.0413e+10
electrons inside R = 0.05386
electrons inside r* = 0.4119
total electrons = 80.0015
R = 1e-15 a0: electrons inside 1e-6 a0 = 1.7369; law 1.7417
R = 1e-30 a0: electrons inside 1e-6 a0 = 4.3258; law 4.3368
R = 1e-60 a0: electrons inside 1e-6 a0 = 8.8170; law 8.8360
gradient strength lam = 0.111111; energy bound per electron = -57600.0 Ry
lowest eigenvalue by diagonalization = -57599.3 Ry
gradient example: mu = -300 Ry, bare point nucleus
n(0) with gradient = 1.12266e+07 a0^-3
cusp of sqrt(n) = -719.945 a0^-1; -Z/lam = -720.000 a0^-1
total electrons with gradient = 67.4394
classical edge 2Z/|mu| = 0.53333 a0; electrons beyond it = 1.723e-01
electrons from 1 to 2 a0 = 3.8e-13
n(0.1 a0): gradient 1618.8909 a0^-3; without 1624.3211 a0^-3
```
